# Does current reversal remove all thermoelectric errors in Kelvin contact measurements?

**Question**

I measure the resistance of a metal-silicon contact with a Kelvin structure. A direct current $I$ passes from a metal line into one arm of a silicon strip. The voltage is taken between the other end of the metal line and the idle silicon arm. To remove thermoelectric voltages I reverse the current and use

$$R=\frac{V(+I)-V(-I)}{2I}.$$

A temperature difference caused by the surroundings does not know the direction of the current, and Joule heat goes as $I^2$, so both should cancel. Is the result then free of thermoelectric error? If not, would a smaller current or a low-frequency lock-in measurement help?

**Answer**

Your argument is right for the two heat sources you name, but there is a third. Peltier heat at the contact is proportional to $I$. It changes from cooling to heating when the current reverses, so the Seebeck voltage it produces reverses too. The subtraction keeps that voltage and reports it as resistance.

**Conventions**

Take $I>0$ from metal to silicon. Let $\phi$ be the electrochemical potential expressed as a voltage, which is what a voltmeter compares, and let $V=\phi_m-\phi_{\rm tap}$, with $\phi_m$ the metal potential, taken as uniform over the contact. $S$ is the Seebeck coefficient of silicon relative to the metal, taken as constant. With the metal as reference, the metal carries no Peltier heat. The temperature is $T=T_0+\theta$, metal and silicon share one temperature at the contact, and the remote current contacts are held at $T_0$.

**Where the Peltier heat comes from**

Let the silicon have thickness $t$, width $W$, resistivity $\rho$, sheet resistance $R_s=\rho/t$ and thermal conductivity $\kappa$. The current per unit width, $K$, and the energy flux per unit width, $E$, along the strip are

$$K=-\frac{\phi'+S\theta'}{R_s},\qquad E=-\kappa t\,\theta'+(ST+\phi)K .$$

Under the contact, current density $j$ enters from the metal, so $K'=j$. It brings energy $j\phi_m$ per unit area and time. Heat $g\theta$ leaves through the oxide below. Energy conservation is therefore $E'=j\phi_m-g\theta$. Differentiating $E$,

$$-\kappa t\,\theta''+STj+(S\theta'+\phi')K+\phi j=j\phi_m-g\theta .$$

The current law gives $(S\theta'+\phi')K=-R_sK^2$. A contact of specific resistivity $\rho_c$ has $\phi_m-\phi=\rho_c j$. Hence

$$-\kappa t\,\theta''+g\theta=-STj+R_sK^2+\rho_c j^2 .$$

The right side is the heat released per unit area. Its last two terms are Joule heat. The first, integrated over the contact, is the Peltier heat, to first order in $I$:

$$Q=-ST_0I .$$

For p-type silicon, $S>0$, positive current cools the contact and negative current heats it.

**How it enters the voltage**

No current flows in the idle arm, so $\phi'=-S\theta'$ there. Integrating from the contact, at $\theta_c$, to the tap, at $\theta_{\rm tap}$,

$$\phi_{\rm tap}=\phi_c+S(\theta_c-\theta_{\rm tap}).$$

For a short contact, $\phi_m-\phi_c=IR_K$, where $R_K$ is the isothermal Kelvin resistance. Thus

$$V=IR_K-S(\theta_c-\theta_{\rm tap}).$$

Let $R_{\rm th}$ be the contact's rise above the tap per watt released at the contact. Let the surroundings warm the tap by a fixed $\delta$, and let Joule heat raise the contact by $aI^2$. Through second order, apart from a small $I^2$ Peltier correction that is also even,

$$\theta_c-\theta_{\rm tap}=-\delta-ST_0R_{\rm th}I+aI^2,$$

$$V=I\left(R_K+S^2T_0R_{\rm th}\right)+S\delta-SaI^2 .$$

The last two terms are even in $I$ and cancel in your half-difference. What remains at low current is

$$\boxed{\frac{V(+I)-V(-I)}{2I}=R_K+S^2T_0R_{\rm th}}$$

The minus sign of the Peltier heat meets the minus sign of the Seebeck voltage. The error is therefore positive for either sign of $S$, provided $R_{\rm th}>0$. It would vanish if the contact and the silicon tap stayed at the same temperature, because the idle arm would then generate no voltage.

**The thermal resistance of a strip on oxide**

For oxide of thickness $d$ and conductivity $\kappa_{\rm ox}$, vertical heat flow gives $g=\kappa_{\rm ox}/d$. Away from the source,

$$\kappa t\,\theta''=g\theta,\qquad \lambda=\sqrt{\frac{\kappa t d}{\kappa_{\rm ox}}},$$

and the temperature decays as $e^{-|x|/\lambda}$. A narrow source $Q$ feeds two long arms, each carrying $\kappa tW\theta_c/\lambda$, so $\theta_c=Q\lambda/(2\kappa tW)$.

For uniform heating over contact length $L$, average the decay over all pairs of source and observation points. Pairs a distance $s$ apart have weight $2(L-s)/L^2$. With $u=L/\lambda$,

$$F(u)=\frac{2}{L^2}\int_0^L(L-s)e^{-s/\lambda}\,ds=\frac{2(u-1+e^{-u})}{u^2},$$

$$R_{\rm th}=\frac{\lambda F(L/\lambda)}{2\kappa tW}.$$

For $L\ll\lambda$, $F\to1$. The error can then be written with $ZT=S^2T_0/(\rho\kappa)$:

$$S^2T_0R_{\rm th}\to ZT\,\frac{R_s\lambda}{2W}.$$

The Kelvin connection removes the ordinary series resistance of the silicon arm, but a fraction $ZT$ of the resistance of a length $\lambda/2$ of strip returns by way of heat.

**A worked case**

Take $T_0=300$ K, $S=200$ µV/K, $\rho=2$ mΩ cm and $\rho_c=10^{-7}$ Ω cm². The silicon is 0.10 µm thick on 1.0 µm of oxide, with conductivities 50 and 1.4 W/(m K). The contact is 0.20 µm long and 10 µm wide. Then

$$\lambda=\sqrt{\frac{50(10^{-7})(10^{-6})}{1.4}}\ {\rm m}=1.89\ \text{µm},$$

$$R_{\rm th}=\frac{(1.89\times10^{-6})(0.966)}{2(50)(10^{-7})(10^{-5})}\ {\rm K/W}
=1.82\times10^4\ {\rm K/W},$$

$$S^2T_0R_{\rm th}=(2\times10^{-4})^2(300)(1.82\times10^4)\ \Omega=0.219\ \Omega .$$

At 0.10 mA the Peltier power is only 6.0 µW and the contact temperature shifts by 0.11 K. The resulting 22 µV changes sign with the current.

The isothermal part needs its own calculation, because current crowds toward the driven edge. Put $v=\phi_m-\phi$. With $\theta=0$, $K=v'/R_s$ and $K'=v/\rho_c$, so $v''=v/L_T^2$, where $L_T=\sqrt{\rho_c/R_s}=0.224$ µm. Place the idle edge at $x=L$, where $K=0$, and the driven edge at $x=0$, where $K=-I/W$. The first condition gives $v=v_e\cosh[(L-x)/L_T]$. The second gives

$$\frac{v_e}{R_sL_T}\sinh\frac{L}{L_T}=\frac IW .$$

The tap reads $v_e$, and $R_sL_T=\rho_c/L_T$, so

$$R_K=\frac{v_e}{I}=\frac{\rho_c}{WL_T\sinh(L/L_T)}=4.39\ \Omega .$$

Uniform current would give $\rho_c/(WL)=5.00$ Ω. In the same sheet model that value is also what a tap at right angles to the current would read, since it averages over the contact length; the reduction found here belongs to a tap in line with the current. In this thin-sheet model crowding thus lowers the reading by 12%, while the Peltier term raises it by 5.0% of $R_K$. Here the Peltier error partly hides the larger geometrical one. Multiplied by the contact area, it adds $4.4\times10^{-9}$ Ω cm² to the apparent contact resistivity.

**A test of the reversal**

The short-contact derivation treated the current as uniform when averaging temperature, although $L/L_T$ is 0.89. A numerical solution that resolves the contact tests this approximation. It conserves charge and total energy and has no Peltier source put in by hand. With the silicon tap warmed by 0.50 K, it gives

$$V(+I)=559.52\ \text{µV},\qquad V(-I)=-362.70\ \text{µV}.$$

Half the sum is 98.41 µV: the 100 µV tap offset less a small Joule contribution. Reversal removes it. Half the difference is 461.11 µV, or 4.611 Ω. The same calculation with $S=0$ gives 4.392 Ω. The remaining 0.219 Ω agrees with the formula, and changing the sign of $S$ leaves it unchanged to the printed digits.

**Does a smaller current help?**

It does not remove this term, since voltage and current shrink together. A smaller current does suppress higher-order errors. For example, Peltier heat is proportional to the actual contact temperature, so Joule warming by $aI^2$ adds $S^2R_{\rm th}aI^2$ to the odd resistance.

To estimate $a$, consider first the driven arm. Far from the contact its Joule rise is $I^2R_s/(W^2g)$. Matching temperature and heat flow to the unheated idle arm leaves half of that at the junction. Heat released in the contact adds $I^2[\rho_c/(WL)]R_{\rm th}$. At 1.0 mA these contributions total 0.81 K, which is 0.27% of $T_0$. The numerical Peltier resistance rises correspondingly little, from 0.2189 to 0.2194 Ω. This assumes temperature-independent material properties; a temperature coefficient of $10^{-3}$/K in $\rho_c$ would shift the reading at 1.0 mA by about 0.0035 Ω, several times more. Extrapolating to zero current removes such increases but leaves the 0.219 Ω.

**Does alternating current help?**

It helps if the current alternates faster than the heat can follow. At angular frequency $\omega$, heat in the oxide obeys $\theta_{zz}=q^2\theta$, with $q=\sqrt{i\omega C_{\rm ox}/\kappa_{\rm ox}}$. With the bottom held at $T_0$, the solution is proportional to $\sinh[q(d-z)]$, and the flux entering at the top is $\kappa_{\rm ox}q\coth(qd)\,\theta$. Adding heat storage in the silicon replaces $g$ by

$$Y=i\omega C_{\rm si}t+\kappa_{\rm ox}q\coth(qd).$$

Here $C_{\rm si}$ and $C_{\rm ox}$ are heat capacities per volume, both $1.66\times10^6$ J/(m³ K) in this case. Repeating the strip calculation with $\Lambda=\sqrt{\kappa t/Y}$ gives

$$Z_{\rm th}=\frac{\Lambda F(L/\Lambda)}{2\kappa tW}.$$

The in-phase error is $S^2T_0\,{\rm Re}\,Z_{\rm th}$: 0.219 Ω at 1 kHz, 0.104 Ω at 1 MHz and 0.042 Ω at 10 MHz. A kilohertz lock-in therefore retains essentially the whole error in this structure. At megahertz frequencies it falls, but electrical parasitics then need separate treatment.

**How far to trust the number for a real device**

The parameters are rough values for heavily doped silicon on insulator. The largest uncertainty sized here is $S$, which enters squared. For $5\times10^{19}$ holes/cm³ and a hole mass equal to the electron mass, a parabolic-band estimate gives 135 µV/K for acoustic scattering and 274 µV/K for ionized-impurity scattering. With all else fixed, the error becomes about 0.10 or 0.41 Ω. These are not bounds. A mass of 0.81 or 1.15 electron masses moves the range to 0.07–0.33 or 0.12–0.47 Ω, and the estimate leaves out phonon drag, which adds to $S$ in silicon. A measured $S$ for the film should be used where available. Sideways heat flow in the oxide and flow past the strip edges lower $R_{\rm th}$ by about 4% each; substrate heating raises it by about 2% (the 2.8% in the output treats the heated area as an isothermal disc and is on the high side). Heat loss along the metal can matter more. The 4% in the output is for a line 0.20 µm wide and 0.10 µm thick with conductivity $\kappa_m=60$ W/(m K). The Wiedemann-Franz law, $\rho_m=L_0T_0/\kappa_m$ with $L_0=2.44\times10^{-8}$ W Ω/K², gives such a line about 60 Ω along the 10 µm contact width. The uniform metal potential assumed here needs much less than the 5 Ω of the contact. For a fixed heat loss to the oxide per unit length, the heat drawn off by the line grows as the square root of its conductivity times cross-section. A line with a hundred times less resistance would therefore draw off ten times as much heat per kelvin and lower $R_{\rm th}$ by about 30%. The 0.219 Ω thus belongs to an ideal metal that carries current freely but no heat. Vertical resistance within the silicon, about 7% of the contact resistance, is left out of the thin-sheet model. It raises the isothermal part by a similar percentage, which is more than the Peltier term, and so offsets part of the 12% reduction by crowding.

Advanced contacts can have $\rho_c$ near $10^{-9}$ Ω cm². The added $4.4\times10^{-9}$ Ω cm² is larger than that, but it should not be carried over unchanged. Such contacts normally need heavier doping, which lowers $S$, and at fixed thermal resistance the error falls as $S^2$. If $S$, the sheet resistance and the geometry did stay the same, with an ideal metal, most of the current would enter through the half of the contact nearer the driven edge. The Peltier temperature change made there would still reach the idle edge, because $\lambda$ is much longer than the contact, and the error would stay near 0.2 Ω. The formula for $R_K$ could not be used for the isothermal part, however: $L_T$ would be only 0.022 µm, less than the silicon thickness, and the current would have to be resolved through that thickness. The numerical output below lists the values for the present case.

## Numbers as computed

```
temperature: 300 K; current: 0.10 mA
Seebeck coefficient: 200 uV/K
silicon resistivity: 2.00 mohm cm
contact resistivity: 1.00e-07 ohm cm2
silicon, oxide thickness: 0.10, 1.00 um
contact length, width: 0.20, 10.0 um
silicon, oxide conductivity: 50.0, 1.4 W/(m K)
heat capacity silicon, oxide: 1.66e+06, 1.66e+06 J/(m3 K)
sheet resistance: 200.0 ohm/square
electrical transfer length: 0.224 um
thermal decay length: 1.890 um
finite-length factor F: 0.9656
thermal resistance: 18249 K/W
Peltier power magnitude: 6.000 uW
contact rise from formula, +I: -0.1095 K
contact rise, odd part, solver: -0.1095 K
fixed tap warming: 0.50 K
V(+I), coupled solver: 559.52 uV
V(-I), coupled solver: -362.70 uV
even voltage removed by reversal: 98.41 uV
odd Peltier-Seebeck voltage: 21.90 uV
uniform contact resistance: 5.0000 ohm
isothermal Kelvin resistance, formula: 4.3907 ohm
isothermal Kelvin resistance, solver: 4.3923 ohm
reversed-current resistance, solver: 4.6111 ohm
Peltier resistance, formula: 0.2190 ohm
Peltier resistance, solver: 0.2189 ohm
Peltier resistance, S negative: 0.2189 ohm
Peltier resistance at 1.0 mA: 0.2194 ohm
Peltier error / isothermal value: 4.99 %
apparent resistivity added: 4.38e-09 ohm cm2
figure of merit ZT: 0.0120
in-phase Peltier resistance at 0.001 MHz: 0.2190 ohm
in-phase Peltier resistance at 1 MHz: 0.1039 ohm
in-phase Peltier resistance at 10 MHz: 0.0421 ohm
Joule rise at 1.0 mA, estimate: 0.806 K
even Joule voltage at 1.0 mA: -158.8 uV
crowding change of Kelvin value: -12.2 %
vertical silicon / contact resistance: 6.7 %
R_th change, sideways oxide flow: -3.5 %
R_th change, strip-edge flow: -4.1 %
metal conductivity, thickness: 60 W/(m K), 0.10 um
R_th change, metal heat loss: -4.4 %
substrate conductivity: 140 W/(m K)
R_th change, substrate heating: 2.8 %
hole density, mass: 5.0e+19 cm-3, 1.0 m_e
reduced Fermi level inside band: 1.38 kT
S, acoustic scattering: 135 uV/K
S, ionized-impurity scattering: 274 uV/K
```
